Barrier Minimum and Exponential Threshold Roll-Off in Short-Channel Double-Gate Transistors

**A channel with no drain bias**

Consider a semiconductor film of thickness t and permittivity ε between two identical gates tied to one voltage V_G. Each gate is separated from the film by an insulator of capacitance C per unit area. The source lies at x = 0 and the drain at x = L. Both contacts are at first at the potential V_bi, measured on the scale used for the film potential φ(x).

The film has a uniform acceptor density N and is fully depleted, and its mobile charge is neglected up to threshold. The potential is taken as nearly uniform across the thickness, so that one function φ(x) describes it. The insulators act as plain capacitors that carry no lateral flux.

Apply Gauss's law to a slice of length dx and unit width. The lateral field is −φ′, so the net outward flux through the two cut faces is −εtφ″ dx. The outward flux through the two insulators is 2C(φ − V_G + V_FB) dx, where V_FB is the flat-band voltage. The enclosed charge is −qNt dx, with q the elementary charge. Therefore

−εtφ″ + 2C(φ − V_G + V_FB) = −qNt.

Solving for φ″ gives

φ″ = (φ − φ_L)/λ²,
λ² = εt/(2C),
φ_L = V_G − V_FB − qNt/(2C).

The natural length λ measures how far a contact disturbs the film, and φ_L is the potential far from both contacts. A gate-voltage step moves φ_L by the same amount.

Electrons crossing the film by thermal emission must surmount the barrier where φ is lowest, since their potential energy is −qφ. Tunnelling through the barrier, which gains weight in the shortest channels, is neglected. Threshold is defined by φ_min = φ_th, where φ_th < V_bi is the same for all channel lengths and drain biases. In a very long channel φ_min = φ_L, hence

V_T,long = V_FB + φ_th + qNt/(2C).

In a shorter channel the contacts raise φ_min above φ_L, and threshold is reached at a lower gate voltage V_T. Call the roll-off D = V_T,long − V_T. Because φ_L follows V_G one to one, at threshold

φ_L = φ_th − D, so φ_min − φ_L = D.

The roll-off is thus equal to the height of the minimum above φ_L.

With equal contacts the profile is symmetric about L/2. The even solution of the slice equation with the required minimum is

φ − φ_L = D cosh[(x − L/2)/λ].

Let a = V_bi − φ_th and h = L/(2λ). At either contact φ − φ_L = a + D, so

a + D = D cosh h,
D = a/(cosh h − 1).

For large h, cosh h ≈ e^h/2, and D ≈ 2a e^(−h) = 2a e^(−L/(2λ)). The factor one half has a plain origin: the minimum is half a channel length from each contact, and each contact's influence decays as e^(−distance/λ). It remains to find what happens when the drain bias makes the two sides unequal.

**First derivation: superposed hyperbolic sines**

Now let the drain be at V_bi + V_DS with V_DS ≥ 0. Define

A = V_bi − φ_L, B = A + V_DS, u = x/λ, l = L/λ = 2h,

and take A > 0. The function sinh(l − u)/sinh l solves the homogeneous equation, equals one at the source and vanishes at the drain. The function sinh u/sinh l does the reverse. Since the equation is linear,

φ − φ_L = [A sinh(l − u) + B sinh u]/sinh l.

This is positive throughout the channel, so φ″ > 0 there. There can be at most one stationary point, and it is a minimum. Setting the slope to zero gives

A cosh(l − u) = B cosh u.

The slope at the source has the sign of B − A cosh l. At the drain it has the sign of B cosh l − A, which is positive because B ≥ A. The minimum therefore lies inside the channel if and only if

A cosh l > B.

To find its position, write the hyperbolic cosines as exponentials and multiply by 2e^u:

A e^l + A e^(−l) e^(2u) = B e^(2u) + B.

Collecting the terms in e^(2u) gives

e^(2u) = (A e^l − B)/(B − A e^(−l)),

x_min = (λ/2) ln[(A e^l − B)/(B − A e^(−l))].

Both brackets are positive under the stated condition. For a long channel at fixed A and B the quotient tends to (A/B)e^l, so

x_min ≈ L/2 − (λ/2) ln(B/A).

The drain bias moves the minimum towards the source by a distance that depends on λ and on the ratio B/A, but no longer on L.

For the value at the minimum, separate the growing and decaying exponentials:

φ − φ_L = P e^u + Q e^(−u),
P = (B − A e^(−l))/(2 sinh l),
Q = (A e^l − B)/(2 sinh l).

The position found above means e^(2u) = Q/P. The two terms are then equal, each being √(PQ), and their sum is 2√(PQ). Multiplying out,

(B − A e^(−l))(A e^l − B) = AB(e^l + e^(−l)) − A² − B² = 2AB cosh l − A² − B²,

so that

φ_min − φ_L = √(2AB cosh l − A² − B²)/sinh l.

For large l the root tends to √(AB) e^(l/2) and sinh l to e^l/2. Hence

φ_min − φ_L ≈ 2√(AB) e^(−l/2) = 2√(AB) e^(−L/(2λ)).

The shift of the minimum by (λ/2) ln(B/A) changes the exponentials only by constant factors. These turn the separate amplitudes A and B into their geometric mean and leave the exponent alone.

This is not yet the threshold law, because A and B depend on the gate voltage. Put b = a + V_DS. At threshold φ_L = φ_th − D, so

A = a + D, B = b + D, φ_min − φ_L = D.

Squaring the formula for the minimum gives

D² sinh² l = 2AB cosh l − A² − B².

Let c = cosh l − 1. Then sinh² l = c(c + 2), and the right side is 2ABc − (B − A)², where B − A = b − a. With AB = ab + (a + b)D + D²,

c(c + 2)D² = 2c[ab + (a + b)D + D²] − (b − a)².

The terms 2cD² cancel. In terms of y = cD what remains is

y² − 2(a + b)y + (b − a)² − 2abc = 0.

Since (a + b)² − (b − a)² = 4ab, the roots are

y = a + b ± √[2ab(c + 2)].

The half-argument identities c = 2 sinh² h and c + 2 = 2 cosh² h turn the root into 2√(ab) cosh h.

Squaring may have admitted a false solution, so the sign must be decided. We need D > 0 and an interior minimum, A cosh l > B, which reads a cosh l + y > b. The upper sign satisfies both, because then y > b. For the lower sign the second condition becomes

2a cosh² h > 2√(ab) cosh h, or cosh h > r, with r = √(b/a) ≥ 1.

But D > 0 would require cosh h < (a + b)/(2√(ab)) = (r + 1/r)/2 ≤ r. The two demands conflict, and the lower sign is excluded. Therefore

D = [a + b + 2√(ab) cosh h]/(2 sinh² h).

To see the long-channel behaviour, set s = e^(−h). Then

cosh h/(2 sinh² h) = s(1 + s²)/(1 − s²)² = s + 3s³ + …,
1/(2 sinh² h) = 2s²/(1 − s²)² = 2s² + …,

and so

D = 2√(ab) e^(−h) + 2(a + b)e^(−2h) + 6√(ab) e^(−3h) + ….

The first term is the long-channel law,

V_T,long − V_T ≈ 2√[(V_bi − φ_th)(V_bi − φ_th + V_DS)] e^(−L/(2λ)).

It holds at fixed V_DS when the second term is small compared with the first, that is, when e^h ≫ (a + b)/√(ab). A larger drain bias therefore demands a longer channel before the single exponential is adequate.

The second term has a physical meaning. Lowering V_G to reach threshold also lowers φ_L, which increases both contact amplitudes. To first order in D,

√[(a + D)(b + D)] ≈ √(ab) + D(a + b)/(2√(ab)).

Multiplying the extra piece by 2s and inserting D ≈ 2√(ab)s gives 2(a + b)s², which is the second term. At fixed A and B the corrections to the minimum are smaller by s² relative to its leading value, so they enter D first at order s³.

**Second derivation: one hyperbolic cosine**

The threshold problem can also be started at the minimum. Since φ_th lies below both contact potentials, a threshold minimum must be inside the channel, at some x_m. There the slope is zero and φ − φ_L = D. These two data fix the solution of the second-order equation:

φ − φ_L = D cosh[(x − x_m)/λ].

Let w = x_m/(2λ). At the source the left side is a + D, and at the drain it is b + D. Subtracting D and using cosh 2z − 1 = 2 sinh² z gives

a = 2D sinh² w,
b = 2D sinh²(h − w).

Both arguments are positive, so the square root of the quotient is

r = sinh(h − w)/sinh w = sinh h coth w − cosh h.

Hence

tanh w = sinh h/(cosh h + r).

The position follows from e^(2w) = (1 + tanh w)/(1 − tanh w):

x_m = λ ln[(e^h + r)/(r + e^(−h))].

The argument of the logarithm exceeds one, and it is less than e^(2h) because e^h + r < e^h + r e^(2h). Thus 0 < x_m < L for every positive L in this model. For a long channel x_m ≈ L/2 − λ ln r = L/2 − (λ/2) ln(b/a), in agreement with the first derivation when A → a and B → b.

The roll-off follows from the source condition and 1/sinh² w = coth² w − 1:

D = (a/2)[(cosh h + r)² − sinh² h]/sinh² h
= a[1 + r² + 2r cosh h]/(2 sinh² h).

Since ar² = b and ar = √(ab), this is the same closed form as before. No quadratic equation and no choice of root were needed. Setting b = a gives a(1 + cosh h)/sinh² h = a/(cosh h − 1), the result of the opening case.

The opposite limit shows how far the exponential is from being a universal law. For h ≪ 1, cosh h → 1 and sinh h → h, so

D ≈ (√a + √b)²/(2h²) = 2λ²(√a + √b)²/L²,
x_m ≈ L/(1 + r).

The slice equation then gives an inverse-square law. The limit requires L ≪ 2λ. Where λ is comparable with t, as in the case below, L is then at most comparable with t, and the assumption of a uniform potential across the film is not justified. The law is in that case a property of the equation, not a description of a device.

**A worked case**

Take round model parameters: relative permittivities 12 for the film and 4 for the insulator, t = 4 nm, insulator thickness 1.5 nm, N = 10¹⁸ cm⁻³, V_FB = 0, V_bi = 1.0 V, φ_th = 0.6 V and V_DS = 0.5 V. Then

λ² = 12 × 4 × 1.5/(2 × 4) nm² = 9 nm², λ = 3 nm,
a = 0.4 V, b = 0.9 V, √(ab) = 0.6 V, r = 1.5.

The doping term is 0.014 V, so V_T,long = 0.614 V. The value of φ_th is illustrative: in a silicon film a customary current criterion for threshold would correspond to a higher φ_th, and a and b would then be smaller.

First look at the barrier 0.2 V below this gate voltage, for L = 18 nm. Here A = 0.6 V, B = 1.1 V and l = 6. The long-channel position is

9 nm − 1.5 nm × ln(1.1/0.6) = 8.09 nm,

which agrees with the full formula to this precision. The minimum lies 80.7 mV above φ_L, against 80.9 mV from 2√(AB)e^(−3).

At threshold for L = 30 nm, h = 5 and

D ≈ 2 × 0.6 V × e^(−5) = 8.09 mV.

The second term adds 2 × 1.3 V × e^(−10) = 0.12 mV, and the closed form gives 8.20 mV. The minimum is at 13.80 nm, 1.2 nm on the source side of the middle. For other lengths:

L = 12 nm: D = 221 mV, leading term 162 mV
L = 18 nm: D = 66.7 mV, leading term 59.7 mV
L = 24 nm: D = 22.9 mV, leading term 22.0 mV
L = 36 nm: D = 2.99 mV, leading term 2.97 mV

Relative to the closed form, the leading term is low by 27 % at 12 nm and by 0.5 % at 36 nm. The shortest entries illustrate the equation rather than a silicon device: with a transport mass near 0.19 electron masses, a WKB estimate makes the tunnelling current through this barrier comparable with the thermal current at 12 to 18 nm, so a fixed φ_min no longer corresponds to a fixed current there. A finite-difference solution of the slice equation, with a search for the gate voltage at threshold, was tested against the closed form at all these lengths and agrees within a relative tolerance of 2 × 10⁻⁵. This checks the solution of the model, not the model's assumptions.

The approach to the exponential can be read from the local decay length −dL/d(ln D). With κ = (a + b)/√(ab), the first two terms give ln D ≈ constant − h + κe^(−h), and therefore

−dL/d(ln D) ≈ 2λ/(1 + κe^(−h)).

It approaches 2λ = 6 nm from below. The numerical thresholds give 5.0 nm between L = 12 and 18 nm, 5.9 nm between 24 and 30 nm, and 6.0 nm between 54 and 60 nm. A natural length extracted from the shortest of these channels by fitting a single exponential would thus be too small.

Drain bias enters through the prefactor. At L = 30 nm the roll-off is 5.8 mV for V_DS = 0.05 V and 8.2 mV for 0.5 V, a threshold shift of 2.4 mV, or 5.4 mV per volt of drain bias averaged over this interval. The leading law gives the same shift to this precision:

2√a (√0.9 V − √0.45 V) e^(−5) = 2.4 mV,

where the square roots apply to the voltages with their units. The decay length between 54 and 60 nm is again 6.0 nm at the lower bias.

The interior-minimum condition also has a visible consequence. At the fixed gate voltage V_T,long we have A = a and B = b, and the minimum reaches the source when cosh(L/λ) = b/a = 2.25, or L = 4.35 nm. Below that length the potential rises all the way from source to drain. Yet for L = 3 nm the equation still has a threshold solution with its minimum at 1.2 nm, because the gate voltage has been lowered by 4.9 V. So large a shift, in a channel shorter than the film is thick, lies outside the physical range of the model. So does the profile at V_T,long near L = 4.35 nm: that gate voltage is far above the threshold of so short a channel, and the neglected mobile charge would matter there.

**What the two derivations assume**

Both rest on the same electrostatics: full depletion, negligible mobile charge, contacts that hold the whole film thickness at one potential, a slice equation with constant λ, and a fixed φ_th as the threshold criterion. Their agreement is therefore no evidence for these assumptions. The ideal contacts are a real restriction in the worked case: the field at the drain end is about b/λ = 3 MV/cm, which partly depletes a contact of finite doping and lowers the effective a and b. For contacts doped to 10²⁰ cm⁻³ this reduces the roll-off at L = 30 nm by roughly a fifth.

They differ in what is given at the start. The superposition takes the two contact potentials and the gate voltage as data. It solves the slice equation at any gate voltage, although the neglect of mobile charge limits its physical use to voltages up to threshold. The condition A > 0 was needed only to discuss the minimum. It must then ask whether an interior minimum exists. Threshold is imposed afterwards, and the excluded root is the price of squaring. The root selection used V_DS ≥ 0.

The cosine form takes an interior minimum as its starting point. At threshold this is guaranteed by φ_th lying below both contact potentials, so the argument needs a > 0 and b > 0 but no particular order of the two. It also relies on the solution being even about its minimum, which follows from the constant λ. If λ varied along the channel, two solutions could still be superposed, though they would no longer be hyperbolic sines, while the evenness would in general be lost.

The shared assumption of a uniform potential across the film can be examined separately. Let z_⊥ be the distance from the film's midplane. A disturbance decaying along the film as cos(kz_⊥)e^(−kx) satisfies Laplace's equation. At the film surface, continuity of flux into the insulator requires εk sin(kt/2) = C cos(kt/2). With η = kt/2 and β = Ct/(2ε), this is

η tan η = β.

For small β, η tan η ≈ η² + η⁴/3 gives η² ≈ β − β²/3. The decay length of the lowest mode is λ_mode = t/(2η), while λ² = t²/(4β), so

λ_mode²/λ² = β/η² ≈ 1 + β/3.

The slice result thus needs β ≪ 1, a film that is thin in electrical terms. This is not sufficient, because the insulators are still treated as plain capacitors here, which requires them to be thin compared with λ. In the worked case β = 0.44 and the lowest mode decays over 3.22 nm, 7 % more than λ. If the potential in the insulator, of permittivity ε_i and thickness t_i, also obeys Laplace's equation, the condition becomes tan(kt/2) tan(kt_i) = ε_i/ε, and the decay length 1/k rises to 3.32 nm. Because the length stands in an exponent, the effect on the roll-off is larger than these differences suggest: at L = 30 nm the factor e^(−L/(2λ)) alone would be multiplied by about 1.4 with the first length and 1.6 with the second. The millivolt values above are accordingly results of the slice model, and the uncertainty in the natural length outweighs the small corrections to the leading exponential at that channel length. The numerical output below gives the values to more digits for comparison within the model.

Values computed for the example and the checks

```
relative permittivity film, insulator: 12, 4
film thickness: 4.0 nm; insulator: 1.5 nm
doping: 1.0e+18 cm^-3; flat-band voltage: 0.0 V
V_bi: 1.00 V; phi_th: 0.60 V; V_DS: 0.50 V
a: 0.400 V; b: 0.900 V; sqrt(ab): 0.600 V
natural length lambda: 3.0000 nm
doping term qNt/(2C): 0.01357 V
long-channel threshold: 0.61357 V
beta = Ct/(2 eps_film): 0.4444
lowest-mode decay length: 3.2201 nm
lowest-mode / slice length: 1.0734
Profile example: L = 18 nm, V_G = 0.41357 V
  A: 0.600 V; B: 1.100 V; phi_L: 0.400 V
  x_min formula: 8.0860 nm; numeric: 8.0860 nm
  x_min long-channel form: 8.0908 nm
  phi_min-phi_L formula: 80.656 mV
  phi_min-phi_L numeric: 80.656 mV
  2 sqrt(AB) exp(-L/2lambda): 80.894 mV
shortest L with interior minimum at V_T(long): 4.352 nm
L = 3 nm: roll-off 4.885 V, x_m 1.206 nm
Roll-off at V_DS = 0.50 V (mV), x_m at threshold (nm):
 L=12 nm: numeric 221.0196, formula 221.0196, leading 162.4023 (-26.52 %), x_m 5.079
 L=18 nm: numeric 66.6674, formula 66.6674, leading 59.7445 (-10.38 %), x_m 7.902
 L=24 nm: numeric 22.8737, formula 22.8737, leading 21.9788 (-3.91 %), x_m 10.829
 L=30 nm: numeric 8.2047, formula 8.2047, leading 8.0855 (-1.45 %), x_m 13.800
 L=36 nm: numeric 2.9905, formula 2.9905, leading 2.9745 (-0.54 %), x_m 16.790
 L=54 nm: numeric 0.1481, formula 0.1481, leading 0.1481 (-0.03 %), x_m 25.784
 L=60 nm: numeric 0.0545, formula 0.0545, leading 0.0545 (-0.01 %), x_m 28.784
Local decay length of numeric roll-off:
 12 to 18 nm: 5.0061 nm
 18 to 24 nm: 5.6089 nm
 24 to 30 nm: 5.8521 nm
 30 to 36 nm: 5.9450 nm
 36 to 54 nm: 5.9898 nm
 54 to 60 nm: 5.9990 nm
2 lambda: 6.0000 nm
L = 30 nm, V_DS = 0: roll-off 5.4637 mV, x_m 15.000 nm
L = 30 nm, V_DS = 0.05 V: roll-off 5.7953 mV
threshold shift 0.05 to 0.50 V: 2.4094 mV
leading-order shift: 2.3682 mV
shift per drain volt: 5.354 mV/V
decay length 54 to 60 nm at V_DS = 0.05 V: 5.9991 nm
```
